# The g-factor ratio of helium 2 ³S and hydrogen 1S: a program that tests the result

```python
"""
Result under test (Hartree atomic units, fixed nuclei, order alpha^2):
  g(He 2 3S)/g(H 1S) = 1 - (alpha^2/3) * (<T> + <1/r12>/2 - 1)
T: total kinetic energy of the two electrons in helium 2 3S,
r12: distance between the electrons, alpha: fine-structure constant.
The field enters through pi = p + A, A = B x r / 2; Z is the nuclear charge.
Helium basis: exp(-a r1 - b r2 - c r12), antisymmetric in the electrons.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation

alpha = constants.fine_structure
Z = 2.0

# ---------- Spinor algebra of the Zeeman operators ----------
x, y, z, b = sp.symbols("x y z b", real=True)
coords = (x, y, z)
position = sp.Matrix(coords)
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
field_direction = sp.Matrix([1, -2, 2])
A_unit = field_direction.cross(position) / 2
point = {x: sp.Rational(7, 10), y: sp.Rational(2, 5), z: sp.Rational(-3, 5)}


def sigma_dot(vector):
    total = sp.zeros(2, 2)
    for k in range(3):
        total += pauli[k] * vector[k]
    return total


def sigma_pi(spinor, potential):
    total = sp.zeros(2, 1)
    for k in range(3):
        total += pauli[k] * (-sp.I * spinor.diff(coords[k])
                             + potential[k] * spinor)
    return total


def value_at_point(matrix):
    return np.array(matrix.subs(point).evalf(25).tolist(), dtype=complex)


# Kinetic correction: part of (sigma.pi)^4 linear in B on an S function.
radial = (x**2 + y**2 + z**2)**2
spin_state = sp.Matrix([1, 2])
state = radial * spin_state
for _ in range(4):
    state = sigma_pi(state, b * A_unit).applyfunc(sp.expand)
linear = state.diff(b).subs(b, 0)
p_squared = -sum(sp.diff(radial, q, 2) for q in coords)
expected = 2 * p_squared * sigma_dot(field_direction) * spin_state
assert (linear - expected).applyfunc(sp.expand) == sp.zeros(2, 1)

# Spin-orbit coupling in an off-centre Coulomb potential.
V = 1 / sp.sqrt((x - 1)**2 + (y + 2)**2 + z**2)
state = sp.Matrix([1 + x * y, 2 - z + x**2])
A = b * A_unit
once = sigma_pi(state, A)
double_commutator = (sigma_pi(sigma_pi(V * state, A), A)
                     - 2 * sigma_pi(V * once, A)
                     + V * sigma_pi(once, A))
linear = -double_commutator.diff(b).subs(b, 0) / 8
gradient = sp.Matrix([V.diff(q) for q in coords])
expected = sigma_dot(gradient.cross(A_unit)) * state / 4
assert np.allclose(value_at_point(linear), value_at_point(expected),
                   atol=1e-11)

# Breit interaction: A at the other electron (at the origin) acts on this spin.
A_other = sp.Matrix([2, -1, 3])
r = sp.sqrt(x**2 + y**2 + z**2)
Y = A_other / r + position * position.dot(A_other) / r**3
no_field = sp.zeros(3, 1)
full_current = (sigma_dot(Y) * sigma_pi(state, no_field)
                + sigma_pi(sigma_dot(Y) * state, no_field))
spin_free = sp.zeros(2, 1)
for k in range(3):
    spin_free += -sp.I * (Y[k] * state.diff(coords[k])
                          + (Y[k] * state).diff(coords[k]))
spin_part = -(full_current - spin_free) / 4
expected = sigma_dot(position.cross(A_other)) * state / (2 * r**3)
assert np.allclose(value_at_point(spin_part), value_at_point(expected),
                   atol=1e-11)

# ---------- Rotational average for both spins up ----------
r1 = np.array([0.7, -0.4, 1.1])
r2 = np.array([-0.9, 1.3, 0.2])
B_z = np.array([0.0, 0.0, 1.0])
samples = []
for rotation in Rotation.create_group("O"):
    places = [rotation.apply(r1), rotation.apply(r2)]
    potentials = [0.5 * np.cross(B_z, q) for q in places]
    energy = 0.0
    for i, j in ((0, 1), (1, 0)):
        distance = np.linalg.norm(places[i])
        energy += Z * np.cross(places[i], potentials[i])[2] / (4 * distance**3)
        rij = places[i] - places[j]
        combination = 2 * potentials[j] - potentials[i]
        energy += (np.cross(rij, combination)[2]
                   / (4 * np.linalg.norm(rij)**3))
    samples.append(energy)
averaged = (Z / 12 * (1 / np.linalg.norm(r1) + 1 / np.linalg.norm(r2))
            - 1 / (4 * np.linalg.norm(r1 - r2)))
assert abs(np.mean(samples) - averaged) < 1e-12

# ---------- One-electron check with the Dirac 1S spinor ----------


def dirac_g(charge):
    gamma = np.sqrt(1 - (charge * alpha)**2)
    small_over_large = (1 - gamma) / (charge * alpha)

    def moment(power):
        return quad(lambda s: s**(power + 2 * gamma - 2)
                    * np.exp(-2 * charge * s), 0, 40 / charge,
                    epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    norm = (1 + small_over_large**2) * moment(2)
    return 8 / (3 * alpha) * small_over_large * moment(3) / norm


for charge in (1.0, 3.0):
    dirac_coefficient = (dirac_g(charge) / 2 - 1) / alpha**2
    # Next term of the expansion is of relative order (charge*alpha)^2.
    tolerance = 0.1 * charge**4 * alpha**2 + 1e-5
    assert abs(dirac_coefficient + charge**2 / 3) < tolerance

# ---------- Helium 2 3S with explicitly correlated exponentials ----------
sa, sb, sc = sp.symbols("sa sb sc", positive=True)
generator = 1 / ((sa + sb) * (sb + sc) * (sc + sa))
integrals = {}
for powers in ((1, 1, 1), (0, 1, 1), (1, 0, 1), (1, 1, 0), (2, 1, 0),
               (0, 1, 2), (0, 3, 0), (1, 2, 0), (1, 0, 2), (3, 0, 0)):
    expression = generator
    for variable, order in zip((sa, sb, sc), powers):
        for _ in range(order):
            expression = -sp.diff(expression, variable)
    integrals[powers] = sp.lambdify((sa, sb, sc), expression, "numpy")


def raw_matrices(left, right):
    a, bb, c = [right[:, k][None, :] for k in range(3)]
    sums = [left[:, k][:, None] + right[:, k][None, :] for k in range(3)]
    G = {key: function(*sums) for key, function in integrals.items()}
    overlap = G[1, 1, 1]
    laplacian = ((a**2 + bb**2 + 2 * c**2) * overlap
                 - 2 * a * G[0, 1, 1] - 2 * bb * G[1, 0, 1]
                 - 4 * c * G[1, 1, 0]
                 + a * c * (G[2, 1, 0] + G[0, 1, 2] - G[0, 3, 0])
                 + bb * c * (G[1, 2, 0] + G[1, 0, 2] - G[3, 0, 0]))
    attraction = Z * (G[0, 1, 1] + G[1, 0, 1])
    return np.array([overlap, -laplacian / 2, attraction, G[1, 1, 0]])


def triplet_matrices(size):
    index = np.arange(1, size + 1)
    u, v, w = [np.mod(index * np.sqrt(q), 1.0) for q in (2, 3, 5)]
    exponents = np.column_stack((1.4 + 1.6 * u, 0.4 + 0.8 * v,
                                 -0.15 + 0.75 * w))
    matrices = (raw_matrices(exponents, exponents)
                - raw_matrices(exponents, exponents[:, [1, 0, 2]]))
    scale = 1 / np.sqrt(np.diag(matrices[0]))
    matrices = matrices * scale[None, :, None] * scale[None, None, :]
    assert np.max(np.abs(matrices[1] - matrices[1].T)) < 1e-9
    return (matrices + matrices.transpose(0, 2, 1)) / 2


def lowest_triplet(matrices, repulsion=1.0):
    S, T, N, W = matrices
    weights, vectors = eigh(S)
    keep = weights > 1e-11
    transform = vectors[:, keep] / np.sqrt(weights[keep])
    H = transform.T @ (T - N + repulsion * W) @ transform
    energies, states = eigh((H + H.T) / 2)
    coefficients = transform @ states[:, 0]
    norm = coefficients @ S @ coefficients
    means = [coefficients @ M @ coefficients / norm for M in (T, N, W)]
    return energies[0], means


# Repulsion integral of two equal 1s clouds, compared with radial quadrature.
closed = integrals[1, 1, 0](4.0, 4.0, 0.0) / integrals[1, 1, 1](4.0, 4.0, 0.0)
direct = quad(lambda s: 32 * s * np.exp(-4 * s)
              * (1 - np.exp(-4 * s) * (1 + 2 * s)), 0, 20)[0]
assert abs(closed - direct) < 1e-8

small_size, large_size = 60, 120
small_E, small_means = lowest_triplet(triplet_matrices(small_size))
large_matrices = triplet_matrices(large_size)
E, (T_mean, N_mean, W_mean) = lowest_triplet(large_matrices)
free_E, _ = lowest_triplet(large_matrices, repulsion=0.0)
assert abs(free_E + Z**2 / 2 * (1 + 1 / 4)) < 1e-4
# An error of 1e-4 in a mean value changes the final shift by about 0.002 ppm.
assert abs(E - small_E) < 1e-5
assert abs(T_mean - small_means[0]) < 1e-4
assert abs(W_mean - small_means[2]) < 1e-4
virial_defect = 2 * T_mean - N_mean + W_mean
assert abs(virial_defect) < 1e-4

# ---------- g factors ----------
ppm = 1e6
kinetic_part = -alpha**2 * T_mean / 2
nuclear_part = alpha**2 * N_mean / 12
own_orbit_part = -alpha**2 * W_mean / 12
other_orbit_part = -alpha**2 * W_mean / 6
helium_sum = kinetic_part + nuclear_part + own_orbit_part + other_orbit_part
helium_shift = -alpha**2 * (T_mean / 3 + W_mean / 6)
assert abs(helium_sum - helium_shift) * ppm < 1e-3
hydrogen_shift = -alpha**2 / 3
ratio_shift = (1 + helium_sum) / (1 + hydrogen_shift) - 1
formula_shift = -alpha**2 / 3 * (T_mean + W_mean / 2 - 1)
assert abs(ratio_shift - formula_shift) * ppm < 3e-3
assert round(-ratio_shift * ppm, 1) == 23.2
without_repulsion = -alpha**2 / 3 * (T_mean - 1)
anomaly = alpha / (2 * np.pi)
mass_ratio = constants.m_e / constants.m_p

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"alpha^2 = {alpha**2 * ppm:.4f} ppm")
print(f"helium nuclear charge Z = {Z:.0f}")
print(f"basis sizes = {small_size} and {large_size} functions")
print(f"He 2 3S energy, small basis = {small_E:.7f} hartree")
print(f"He 2 3S energy, large basis = {E:.7f} hartree")
print(f"<T>, small basis = {small_means[0]:.5f} hartree")
print(f"<T>, large basis = {T_mean:.5f} hartree")
print(f"<Z/r1 + Z/r2>, large basis = {N_mean:.5f} hartree")
print(f"<1/r12>, small basis = {small_means[2]:.5f} hartree")
print(f"<1/r12>, large basis = {W_mean:.5f} hartree")
print(f"virial defect 2<T> + <V> = {virial_defect:.1e} hartree")
print(f"energy without repulsion = {free_E:.6f} hartree")
print(f"He kinetic contribution = {kinetic_part * ppm:.3f} ppm")
print(f"He nuclear spin-orbit contribution = {nuclear_part * ppm:.3f} ppm")
print(f"He electron own-orbit contribution = {own_orbit_part * ppm:.3f} ppm")
print(f"He spin-other-orbit contribution = {other_orbit_part * ppm:.3f} ppm")
print(f"He total relative g shift = {helium_sum * ppm:.3f} ppm")
print(f"H 1S relative g shift = {hydrogen_shift * ppm:.3f} ppm")
print(f"H 1S shift from Dirac spinor = {(dirac_g(1.0) / 2 - 1) * ppm:.3f} ppm")
print(f"g(He)/g(H) - 1 = {ratio_shift * ppm:.2f} ppm")
print(f"g(He)/g(H) = {1 + ratio_shift:.8f} (dimensionless)")
print(f"g(He)/g(H) - 1, <1/r12> dropped = {without_repulsion * ppm:.2f} ppm")
print(f"alpha/(2 pi) = {anomaly:.6f} (dimensionless)")
print(f"radiative size, alpha/(2 pi) * He shift = "
      f"{abs(anomaly * helium_sum) * ppm:.3f} ppm")
print(f"recoil size, m_e/m_p * H shift = "
      f"{abs(mass_ratio * hydrogen_shift) * ppm:.3f} ppm")
print("every check passed")
```

It prints:

```
fine-structure constant alpha = 0.007297353
alpha^2 = 53.2514 ppm
helium nuclear charge Z = 2
basis sizes = 60 and 120 functions
He 2 3S energy, small basis = -2.1752291 hartree
He 2 3S energy, large basis = -2.1752293 hartree
<T>, small basis = 2.17524 hartree
<T>, large basis = 2.17523 hartree
<Z/r1 + Z/r2>, large basis = 4.61866 hartree
<1/r12>, small basis = 0.26820 hartree
<1/r12>, large basis = 0.26820 hartree
virial defect 2<T> + <V> = 9.4e-07 hartree
energy without repulsion = -2.500000 hartree
He kinetic contribution = -57.917 ppm
He nuclear spin-orbit contribution = 20.496 ppm
He electron own-orbit contribution = -1.190 ppm
He spin-other-orbit contribution = -2.380 ppm
He total relative g shift = -40.992 ppm
H 1S relative g shift = -17.750 ppm
H 1S shift from Dirac spinor = -17.751 ppm
g(He)/g(H) - 1 = -23.24 ppm
g(He)/g(H) = 0.99997676 (dimensionless)
g(He)/g(H) - 1, <1/r12> dropped = -20.86 ppm
alpha/(2 pi) = 0.001161 (dimensionless)
radiative size, alpha/(2 pi) * He shift = 0.048 ppm
recoil size, m_e/m_p * H shift = 0.010 ppm
every check passed
```
